# The two-electron mass-velocity expectation value and its convergence without cusps: verification in Python

```python
"""
Result under test, for a two-electron eigenfunction psi (atomic units):
    <p1^4 + p2^4> = 4 <(E-V)^2> - 2 <p1^2 p2^2>,
    V = -Z/r1 - Z/r2 + 1/u,   u = |r1 - r2|.
<p_i^4> is the squared norm of p_i^2 psi; <p1^2 p2^2> is the inner product
of p1^2 psi and p2^2 psi.  "direct" is the left side, "new" the right side.
Also tested: how both sides converge when the electron-nucleus cusp, the
electron-electron cusp, or both are missing from the wave function.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh, qr, solve_triangular
from scipy.special import roots_laguerre, eval_legendre
from scipy.constants import fine_structure, physical_constants

pi = np.pi
Z = 2.0

# ---------- meaning of p^4 for the hydrogen ground state ----------
r = sp.symbols("r", positive=True)
orbital = sp.exp(-r) / sp.sqrt(sp.pi)


def radial_laplacian(f):
    return sp.expand(sp.diff(f, r, 2) + 2 * sp.diff(f, r) / r)


def space_integral(f):
    return sp.integrate(sp.expand(4 * sp.pi * r**2 * f), (r, 0, sp.oo))


lap = radial_laplacian(orbital)
pointwise = float(space_integral(orbital * radial_laplacian(lap)))
norm_form = float(space_integral(lap**2))
# a term q/r in lap contributes -4 pi q delta(r) to its Laplacian
charge = sp.limit(r * lap, r, 0)
delta_term = float(-4 * sp.pi * charge * orbital.subs(r, 0))
assert abs(pointwise + delta_term - norm_form) < 1e-12
print("HYDROGEN, meaning of <p^4> (a.u.)")
print(f"pointwise {pointwise:.4f}, delta term {delta_term:.4f}, "
      f"norm {norm_form:.4f}")

# ---------- nuclear cusp alone: hydrogen in s Gaussians ----------
print("HYDROGEN IN GAUSSIANS, exponents 0.04*2^k (bohr^-2), errors in a.u.")
hyd = []
for n in (10, 14, 18):
    z = 0.04 * 2.0 ** np.arange(n)
    a, b = z[:, None], z[None, :]
    p = a + b
    norm = (2 * a / pi) ** 0.75 * (2 * b / pi) ** 0.75
    S = norm * (pi / p) ** 1.5
    inv_r = norm * 2 * pi / p
    inv_r2 = norm * 2 * pi * np.sqrt(pi / p)
    energy, vec = eigh(3 * a * b / p * S - inv_r, S)
    e, c = energy[0], vec[:, 0]
    direct = c @ (60 * a**2 * b**2 / p**2 * S) @ c
    new = 4 * (e**2 + 2 * e * (c @ inv_r @ c) + c @ inv_r2 @ c)
    hyd.append((z[-1], direct - norm_form, new - norm_form))
    print(f"n={n} zeta_max={z[-1]:.2f} E={e:.7f} hartree: "
          f"direct {hyd[-1][1]:.6f}, new {hyd[-1][2]:.6f}")
step = np.log(hyd[2][0] / hyd[1][0])
rate_direct = np.log(abs(hyd[1][1] / hyd[2][1])) / step
rate_new = np.log(abs(hyd[1][2] / hyd[2][2])) / step
print(f"error ~ zeta_max^-q: q direct {rate_direct:.3f}, new {rate_new:.3f}")
assert abs(rate_direct - 0.5) < 0.1
assert abs(rate_new - 1.0) < 0.25

# ---------- helium reference: Hylleraas expansion on a grid ----------
# The grid covers r1 < r2; the weight counts both halves of space.
alpha = 1.9
max_degree = 7
x, wx = roots_laguerre(12)
s = x / (2 * alpha)
ws = wx * np.exp(x) / (2 * alpha)
g, wg = np.polynomial.legendre.leggauss(36)
q = (g + 1) / 2
t = 1 - q**2                       # t = r1/r2
wt = wg * q
gv, wgv = np.polynomial.legendre.leggauss(96)
vmin = (q / np.sqrt(2 - q**2))[:, None]
v = vmin + (1 - vmin) * (gv + 1) / 2
wv = (1 - vmin) * wgv / 2
shape = (len(s), len(t), len(gv))
s3 = s[:, None, None]
r1 = np.broadcast_to(s3 * (t / (1 + t))[None, :, None], shape)
r2 = np.broadcast_to(s3 * (1 / (1 + t))[None, :, None], shape)
u = s3 * v[None] ** 2
du = 2 * s3 * (v * wv)[None]
w_radial = (ws * s)[:, None] * (wt / (1 + t) ** 2)[None, :]
weight = 16 * pi**2 * r1 * r2 * u * du * w_radial[:, :, None]
cos1 = (r1**2 - r2**2 + u**2) / (2 * r1 * u)
cos2 = (r2**2 - r1**2 + u**2) / (2 * r2 * u)
envelope = np.exp(-alpha * (r1 + r2))


def hylleraas_term(i, j, k):
    """r1^i r2^j u^k exp(-alpha(r1+r2)) and its two Laplacians."""
    f = r1**i * r2**j * u**k * envelope
    gu = k / u
    u_part = k * (k - 1) / u**2 + 2 * gu / u
    out = [f]
    for m, rad, cosine in ((i, r1, cos1), (j, r2, cos2)):
        g1 = m / rad - alpha
        h1 = m * (m - 1) / rad**2 - 2 * alpha * m / rad + alpha**2
        out.append(f * (h1 + 2 * g1 / rad + u_part + 2 * cosine * g1 * gu))
    return np.array([y.ravel() for y in out])


powers = [(i, j, k) for i in range(max_degree + 1) for j in range(i + 1)
          for k in range(max_degree + 1) if i + j + k <= max_degree]
powers.sort(key=sum)
columns = [hylleraas_term(i, j, k) + hylleraas_term(j, i, k)
           for i, j, k in powers]
F, D1, D2 = (np.array([col[m] for col in columns]).T for m in range(3))
w = weight.ravel()
root_w = np.sqrt(w)[:, None]
V = (-Z / r1 - Z / r2 + 1 / u).ravel()
Q, R = qr(root_w * F, mode="economic")
M = Q.T @ (root_w * (-0.5 * (D1 + D2) + V[:, None] * F))
H = solve_triangular(R.T, M.T, lower=True).T
H = (H + H.T) / 2

print("HELIUM, HYLLERAAS EXPANSION (E in hartree, <p^4> in a.u.)")
gaps = []
for degree in (3, 5, 7):
    n = sum(sum(pw) <= degree for pw in powers)
    energy, vec = eigh(H[:n, :n])
    E = energy[0]
    coef = solve_triangular(R[:n, :n], vec[:, 0])
    psi, d1, d2 = F[:, :n] @ coef, D1[:, :n] @ coef, D2[:, :n] @ coef
    ref_direct = w @ (d1**2 + d2**2)
    ref_square = w @ ((E - V) ** 2 * psi**2)
    ref_mixed = w @ (d1 * d2)
    ref_new = 4 * ref_square - 2 * ref_mixed
    gaps.append(ref_direct - ref_new)
    print(f"degree {degree}, {n} terms: E={E:.8f}, direct {ref_direct:.5f}, "
          f"new {ref_new:.5f}")
E_ref = E
virial = (w @ (V * psi**2)) / (2 * E_ref)
assert abs(w @ psi**2 - 1) < 1e-6 and abs(virial - 1) < 1e-4
assert abs(gaps[2]) < abs(gaps[0]) and abs(gaps[2]) < 1e-3 * ref_direct
print(f"4<(E-V)^2> = {4 * ref_square:.5f} a.u.")
print(f"<p1^2 p2^2> = {ref_mixed:.5f} a.u.")
mass_velocity = -fine_structure**2 / 8 * ref_new
to_cm = physical_constants["hartree-inverse meter relationship"][0] / 100
print(f"mass-velocity energy = {mass_velocity:.5e} hartree "
      f"= {mass_velocity * to_cm:.2f} cm^-1")

# ---------- electron-electron cusp alone: partial-wave truncation ----------
rc = x / (4 * alpha)
phi = sum(2 * c * rc ** (i + j) for c, (i, j, k) in zip(coef, powers)
          if k == 0)
wc = wx / (4 * alpha)              # exp(-4 alpha r) is in the weight
K = wc @ (rc**3 * phi**2)
M4 = wc @ (rc**4 * phi**2)
pair_density = 4 * pi * (wc @ (rc**2 * phi**2))
print(f"K = {K:.6f}, M = {M4:.6f}, <delta(r12)> = {pair_density:.5f} (a.u.)")

cos12 = np.clip((r1**2 + r2**2 - u**2) / (2 * r1 * r2), -1, 1)
w_angle = u * du / (r1 * r2)
w_pair = 16 * pi**2 * (r1 * r2)[:, :, 0] ** 2 * w_radial
psi3, d13, d23 = (y.reshape(shape) for y in (psi, d1, d2))
inv_u2_ref = w @ (psi**2 / u.ravel() ** 2)
psi_L = np.zeros(shape)
direct_L = mixed_L = 0.0
print("HELIUM TRUNCATED TO PARTIAL WAVES l<=L, errors in a.u.")
for l in range(17):
    P = eval_legendre(l, cos12)
    f_l, d1_l, d2_l = ((2 * l + 1) / 2 * np.sum(w_angle * P * y, axis=2)
                       for y in (psi3, d13, d23))
    psi_L += f_l[:, :, None] * P
    direct_L += np.sum(w_pair * (d1_l**2 + d2_l**2)) * 2 / (2 * l + 1)
    mixed_L += np.sum(w_pair * d1_l * d2_l) * 2 / (2 * l + 1)
    if l in (4, 8, 16):
        flat = psi_L.ravel() ** 2
        new_L = 4 * (w @ ((E_ref - V) ** 2 * flat)) - 2 * mixed_L
        err_direct = direct_L - ref_direct
        err_new = new_L - ref_new
        err_u2 = w @ (flat / u.ravel() ** 2) - inv_u2_ref
        law = 16 * pi**2 * K / (l + 1)
        law_u2 = 32 * pi**2 / 3 * M4 / (l + 1) ** 2
        print(f"L={l}: direct {err_direct:.5f}, new {err_new:.5f}, "
              f"mean {(err_direct + err_new) / 2:.5f}, law +-{law:.5f}")
        print(f"   <1/r12^2>: error {err_u2:.6f}, law {law_u2:.6f}")
assert abs(err_direct / -law - 1) < 0.12
assert 0.8 < err_new / law < 1.4
assert abs(err_u2 / law_u2 - 1) < 0.2
assert abs(err_direct + err_new) / 2 < 0.2 * abs(err_direct)


# ---------- both cusps missing: explicitly correlated Gaussians ----------
def inverse_pair(var_a, var_b, cov_ab):
    """Mean of 1/(|a||b|) for two correlated Gaussian vectors."""
    sd = np.sqrt(var_a * var_b)
    rho = np.clip(np.abs(cov_ab) / sd, 1e-9, 1.0)
    return 2 / pi * np.arcsin(rho) / rho / sd


def gaussian_matrices(bra, ket):
    """S, H, V, V^2, p1^4+p2^4, p1^2 p2^2 for exp(-a r1^2-b r2^2-c u^2)."""
    a, b, c = (y[:, None] for y in bra.T)
    d, e, f = (y[None, :] for y in ket.T)
    A = (a + c, -c, b + c)
    B = (d + f, -f, e + f)
    p11, p12, p22 = (A[m] + B[m] for m in range(3))
    det = p11 * p22 - p12**2
    s11, s12, s22 = p22 / (2 * det), -p12 / (2 * det), p11 / (2 * det)
    suu = (a + b + d + e) / (2 * det)
    S = (pi**2 / det) ** 1.5

    def cov(y, z):
        return (y[0] * z[0] * s11 + (y[0] * z[1] + y[1] * z[0]) * s12
                + y[1] * z[1] * s22)

    y1, y2 = (A[0], A[1]), (A[1], A[2])
    z1, z2 = (B[0], B[1]), (B[1], B[2])

    def laplacians(y, ay, z, az):
        return ((12 * cov(y, y) - 6 * ay) * (12 * cov(z, z) - 6 * az)
                + 96 * cov(y, z) ** 2)

    T = 6 * (cov(y1, z1) + cov(y2, z2))
    pot = np.sqrt(2 / pi) * (-Z / np.sqrt(s11) - Z / np.sqrt(s22)
                             + 1 / np.sqrt(suu))
    pot2 = (Z**2 / s11 + Z**2 / s22 + 1 / suu
            + 2 * Z**2 * inverse_pair(s11, s22, s12)
            - 2 * Z * inverse_pair(s11, suu, s11 - s12)
            - 2 * Z * inverse_pair(s22, suu, s22 - s12))
    p4 = laplacians(y1, A[0], z1, B[0]) + laplacians(y2, A[2], z2, B[2])
    mixed = laplacians(y1, A[0], z2, B[2])
    return np.array([S, S * (T + pot), S * pot, S * pot2, S * p4, S * mixed])


print("HELIUM IN CORRELATED GAUSSIANS, errors against Hylleraas (a.u.)")
geminal = (0.0, 0.25, 1.2, 6.0, 30.0)
print("r12 exponents (bohr^-2):", *geminal, "; orbital 0.15*2.4^k")
rows = []
for n in (6, 8, 10, 12):
    z = 0.15 * 2.4 ** np.arange(n)
    basis = np.array([(z[i], z[j], c) for i in range(n)
                      for j in range(i + 1) for c in geminal])
    mats = (gaussian_matrices(basis, basis)
            + gaussian_matrices(basis, basis[:, [1, 0, 2]]))
    scale = 1 / np.sqrt(np.diag(mats[0]))
    mats = mats * scale[:, None] * scale[None, :]
    mats = (mats + mats.transpose(0, 2, 1)) / 2
    val, U = eigh(mats[0])
    keep = val > 1e-9
    X = U[:, keep] / np.sqrt(val[keep])
    energy, vec = eigh(X.T @ mats[1] @ X)
    e, c = energy[0], X @ vec[:, 0]
    mean_V, mean_V2, direct, mixed = (c @ m @ c for m in mats[2:])
    square = e**2 - 2 * e * mean_V + mean_V2
    new = 4 * square - 2 * mixed
    rows.append((direct - ref_new, new - ref_new))
    print(f"n={n} zeta_max={z[-1]:.1f} terms={len(basis)} E={e:.6f} hartree: "
          f"direct {rows[-1][0]:.4f}, new {rows[-1][1]:.4f}")
    print(f"   parts of new: 4<(E-V)^2> {4 * (square - ref_square):.4f}, "
          f"-2<p1^2 p2^2> {-2 * (mixed - ref_mixed):.4f}")
    assert E_ref - 1e-6 < e
assert e < E_ref + 2e-3
assert all(abs(new_err) < abs(dir_err) for dir_err, new_err in rows)
assert abs(rows[-1][1]) < abs(rows[-1][0]) / 3
print(f"last row, |direct error / new error| = "
      f"{abs(rows[-1][0] / rows[-1][1]):.1f}")

print("success")
```

Running it gives:

```
HYDROGEN, meaning of <p^4> (a.u.)
pointwise -3.0000, delta term 8.0000, norm 5.0000
HYDROGEN IN GAUSSIANS, exponents 0.04*2^k (bohr^-2), errors in a.u.
n=10 zeta_max=20.48 E=-0.4998109 hartree: direct -0.548136, new -0.082672
n=14 zeta_max=327.68 E=-0.4999969 hartree: direct -0.132242, new -0.005020
n=18 zeta_max=5242.88 E=-0.4999999 hartree: direct -0.032783, new -0.000307
error ~ zeta_max^-q: q direct 0.503, new 1.007
HELIUM, HYLLERAAS EXPANSION (E in hartree, <p^4> in a.u.)
degree 3, 13 terms: E=-2.90364044, direct 107.49464, new 108.06631
degree 5, 34 terms: E=-2.90371882, direct 108.06759, new 108.17382
degree 7, 70 terms: E=-2.90372347, direct 108.13825, new 108.17775
4<(E-V)^2> = 122.43951 a.u.
<p1^2 p2^2> = 7.13088 a.u.
mass-velocity energy = -7.20076e-04 hartree = -158.04 cm^-1
K = 0.003413, M = 0.001845, <delta(r12)> = 0.10658 (a.u.)
HELIUM TRUNCATED TO PARTIAL WAVES l<=L, errors in a.u.
L=4: direct -0.10815, new 0.12898, mean 0.01042, law +-0.10778
   <1/r12^2>: error 0.008030, law 0.007768
L=8: direct -0.05877, new 0.06660, mean 0.00392, law +-0.05988
   <1/r12^2>: error 0.002438, law 0.002397
L=16: direct -0.03088, new 0.03330, mean 0.00121, law +-0.03170
   <1/r12^2>: error 0.000676, law 0.000672
HELIUM IN CORRELATED GAUSSIANS, errors against Hylleraas (a.u.)
r12 exponents (bohr^-2): 0.0 0.25 1.2 6.0 30.0 ; orbital 0.15*2.4^k
n=6 zeta_max=11.9 terms=105 E=-2.888213 hartree: direct -32.4490, new -11.0810
   parts of new: 4<(E-V)^2> -11.3413, -2<p1^2 p2^2> 0.2603
n=8 zeta_max=68.8 terms=180 E=-2.902261 hartree: direct -13.6946, new -2.1404
   parts of new: 4<(E-V)^2> -2.2218, -2<p1^2 p2^2> 0.0814
n=10 zeta_max=396.3 terms=275 E=-2.903537 hartree: direct -5.6758, new -0.3101
   parts of new: 4<(E-V)^2> -0.3665, -2<p1^2 p2^2> 0.0564
n=12 zeta_max=2282.5 terms=390 E=-2.903638 hartree: direct -2.3987, new 0.0134
   parts of new: 4<(E-V)^2> -0.0403, -2<p1^2 p2^2> 0.0537
last row, |direct error / new error| = 178.8
success
```
